# Linear electronic stopping of slow ions from Fermi-surface momentum transfer

**Entry 1. A number to explain.** An ion of charge $+1$ and proton mass, with kinetic energy 250 eV, crosses a free-electron gas of Fermi energy 12 eV. In the model worked out below, the electrons take 1.02 eV from it per angstrom. The Pauli principle forbids every collision of an electron deep inside the Fermi sea. Yet the drag computed with the exclusion factors and the drag computed without them agree to about one part in $10^{15}$. Why does forbidding collisions leave the force unchanged, and what fixes its size?

Atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$) are used in the algebra, so an electron's velocity equals its wave vector and the Fermi speed is $k_F$. The ion is heavy enough to keep a constant velocity $\mathbf v$, with $v\ll k_F$. The stopping power is $S=-dE/dx=-\mathbf F\cdot\hat{\mathbf v}$, where $\mathbf F$ is the force on the ion.

**Entry 2. One dimension.** Put the gas on a line and let the ion reflect an electron with probability $R$. In the ion frame electrons have velocity $u=k-v$ and fill $-k_F-v<u<k_F-v$. With two spins there are $du/\pi$ electrons per unit length in $du$. They arrive at rate $|u|\,du/\pi$, and a reflection $u\to-u$ gives the ion momentum $2u$. Ignoring exclusion,

$$F=\frac{2}{\pi}\int_{-k_F-v}^{k_F-v}|u|\,u\,R\,du=-\frac{2}{\pi}\int_{k_F-v}^{k_F+v}u^2R\,du .$$

The second form follows because $R$ is the same from both sides, so the contributions of $u$ and $-u$ cancel where both states are filled. Those are the reflections that exclusion forbids. The remaining ones end in empty states and are allowed. Exclusion removes pairs of events whose forces already cancelled.

For small $v$ the interval has width $2v$, so $S=(4/\pi)k_F^2Rv$. The density is $n=2k_F/\pi$, and the momentum-weighted reflection is $(1-\cos\pi)R=2R$. Hence $S=n\,v\,k_F\,(2R)$.

*Limit.* For a perfect reflector, $R=1$, the two faces feel pressures $2(k_F\pm v)^3/3\pi$. Their difference is $(4/\pi)(k_F^2v+v^3/3)$. The integral above gives the same, and its linear part is the law just found.

**Entry 3. Three dimensions, with exclusion kept.** Assume that each electron moves in a mean field that is steady in the ion frame, short-ranged and, for now, spherical. Scattering then changes the direction of $\mathbf u$ but not its length. In the steady state the screening cloud stores no further momentum and the electrons' mutual forces cancel in the total, so the momentum lost by scattered electrons reaches the ion.

Let $f(\mathbf u)=f_0(|\mathbf u+\mathbf v|)$ be the occupation, with $f_0$ the Fermi function at rest. Two spins give $2\,d^3u/(2\pi)^3=d^3u/4\pi^3$ electrons per volume. With $\mathbf u'$ the final velocity,

$$\mathbf F=\frac{1}{4\pi^3}\int d^3u\,u\int d\Omega'\,\frac{d\sigma}{d\Omega}\,f(\mathbf u)\,[1-f(\mathbf u')]\,(\mathbf u-\mathbf u').$$

The product $f(\mathbf u)f(\mathbf u')$ is symmetric under exchange of $\mathbf u$ and $\mathbf u'$. So is the cross section, which depends on the speed and the angle between them. The factor $\mathbf u-\mathbf u'$ is antisymmetric, so the product term integrates to zero. In what remains, the part of $\mathbf u'$ perpendicular to $\mathbf u$ averages out and its parallel part is $\mathbf u\cos\theta$. Therefore

$$\mathbf F=\frac{1}{4\pi^3}\int d^3u\,f_0(|\mathbf u+\mathbf v|)\,u\,\sigma_{tr}(u)\,\mathbf u,\qquad \sigma_{tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega .$$

Let $\mu$ be the cosine between $\mathbf u$ and $\mathbf v$. At zero temperature a state is filled if $u^2+v^2+2uv\mu<k_F^2$, that is, if $\mu<\mu_0(u)$ for some edge $\mu_0$. For $u<k_F-v$ all directions are filled and nothing can scatter. For $u>k_F+v$ none is filled. In the shell between, an allowed event goes from $\mu<\mu_0$ to $\mu'>\mu_0$, so it turns the electron towards $+\mathbf v$ and pushes the ion back. The drag comes from a shell of thickness $2v$, and this is the origin of the factor $v$.

**Entry 4. The linear law.** Expand the displaced distribution, using $|\mathbf u+\mathbf v|\simeq u+\mathbf v\cdot\hat{\mathbf u}$:

$$f_0(|\mathbf u+\mathbf v|)\simeq f_0(u)+(\mathbf v\cdot\hat{\mathbf u})f_0'(u).$$

The first term is isotropic and gives no force. In the second, the angular integral of $\hat{\mathbf u}(\mathbf v\cdot\hat{\mathbf u})$ is $4\pi\mathbf v/3$, so

$$S=\frac{v}{3\pi^2}\int_0^\infty u^4\sigma_{tr}(u)\,[-f_0'(u)]\,du .$$

For a degenerate gas $-f_0'=\delta(u-k_F)$. With $n=k_F^3/3\pi^2$,

$$\boxed{S=\frac{k_F^4}{3\pi^2}\,\sigma_{tr}(k_F)\,v=n\,v\,k_F\,\sigma_{tr}(k_F)} .$$

The whole density $n$ appears although only the shell scatters: $n$ is shorthand for a Fermi-surface quantity.

*Opposite limit.* For a hot dilute gas at temperature $T$ (in energy units), $f_0\propto e^{-u^2/2T}$ and $-f_0'=uf_0/T$. Take $\sigma_{tr}$ constant. Since $n=\pi^{-2}\int u^2f_0\,du$, the integral gives $S=n\,v\,\sigma_{tr}\langle u^3\rangle/3T$. The Gaussian integrals $\int u^5e^{-u^2/2T}du=8T^3$ and $\int u^3e^{-u^2/2T}du=2T^2$ give $\langle u^3\rangle=4T\langle u\rangle$, so $S=\tfrac43\,n\,v\,\langle u\rangle\sigma_{tr}$. This is the drag of a rarefied classical gas on a slow sphere. Proportionality to $v$ therefore does not need degeneracy; evaluation at the Fermi surface does.

**Entry 5. Does the distorted screening cloud matter?** Motion changes the potential too, from $V_0$ to $V_0+vV_1$, where $V_1$ is not spherical. To first order in $v$ there are two contributions: the displaced part of $f$ scattering from $V_0$, which was computed above, and the isotropic $f_0$ scattering from the distorted potential. The second must be shown to vanish.

On one energy shell, write the scattering matrix as $1+T$. Unitarity holds in both orders, $(1+T)^\dagger(1+T)=1$ and $(1+T)(1+T)^\dagger=1$, so $T^\dagger T=TT^\dagger$. The diagonal elements state that the total scattering out of a direction equals the total scattering into it. Isotropic electrons then remain isotropic and transfer no net momentum, whatever the shape of the static scatterer. Exclusion multiplies all these rates by the same factor $f_0(1-f_0)$ and changes nothing. Hence $V_1$ does not enter the linear coefficient, provided it is short-ranged enough for scattering theory to apply.

*Test.* Take two point scatterers a unit distance apart, with amplitudes $-1/(1/a+ik)$, $a=1$ and $0.3$, at $k=1$, and include multiple scattering between them. Two opposite beams along the axis leave an unbalanced force equal to 0.099 of the larger single-beam force. Averaged over all incoming directions, the force falls to about $10^{-15}$ on the same scale. The cancellation belongs to the full isotropic distribution, not to opposite pairs. This statement concerns isotropic electrons only. For a scatterer that is already non-spherical at rest, such as this pair, the cross section need not be symmetric under exchange of $\mathbf u$ and $\mathbf u'$, so the cancellation of Entry 3 can fail and the drags with and without exclusion factors need not agree. For the moving ion the asymmetric part is itself of order $v$, so the linear coefficient is unaffected.

**Entry 6. Cross section from phase shifts.** For a spherical potential the amplitude is $k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$. Orthogonality gives the total cross section

$$\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l=\frac{4\pi}{k^2}\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1}),$$

because in the last sum $\sin^2\delta_l$ occurs $(l+1)+l$ times. The factor $\cos\theta$ couples neighbouring waves through $\int_{-1}^1xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]$, so

$$\int\cos\theta\,\frac{d\sigma}{d\Omega}d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Subtract, and use $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$:

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

If only the $s$ wave scatters, this reduces to the total cross section $4\pi\sin^2\delta_0/k^2$, as it should for isotropic scattering.

**Entry 7. Neutrality fixes the potential.** The example uses $V=-(Z/r)e^{-\alpha r}$, with $\alpha$ chosen so that the displaced electrons carry charge $Z$. To count them, take a radial wave obeying $u_l''=[l(l+1)/r^2+2V-k^2]u_l$. Differentiating this equation with respect to $k$ gives

$$\frac{d}{dr}\left(u_l'\,\partial_ku_l-u_l\,\partial_ku_l'\right)=2k\,u_l^2 .$$

At large $R$, $u_l=\sin\vartheta$ with $\vartheta=kR-l\pi/2+\delta_l$. Integrating from the origin, where the bracket vanishes,

$$\int_0^Ru_l^2\,dr=\frac12\left(R+\frac{d\delta_l}{dk}\right)-\frac{\sin2\vartheta}{4k}.$$

Subtract the free wave. The oscillating terms vanish after integration over $k$ as $R\to\infty$, leaving $\tfrac12\,d\delta_l/dk$. States normalized per unit $k$ carry a factor $2/\pi$, and spin and orientation give $2(2l+1)$. Without bound levels $\delta_l(0)=0$, and the displaced number is

$$Z=\frac{2}{\pi}\sum_l(2l+1)\,\delta_l(k_F),$$

the Friedel sum rule. The potential found below has no bound level. If there were $n_l$ levels of angular momentum $l$, their $2(2l+1)n_l$ electrons would cancel the lower limit $\delta_l(0)=n_l\pi$ given by Levinson's theorem, and the rule would keep its form.

**Entry 8. Numbers.** The Friedel rule gives a screening length of 0.425 Å, against 0.484 Å in Thomas–Fermi theory. The first phase shifts are 0.9313, 0.1399, 0.0294, 0.0071 and 0.0018 rad. Weighted by $2l+1$ they add up to 1.563, close to the required $\pi/2=1.571$; higher waves supply the rest.

With $k_F=1.775$ Å$^{-1}$ the prefactor $4\pi/k_F^2$ is 3.990 Å$^2$. The terms $(l+1)\sin^2(\delta_l-\delta_{l+1})$ are 0.5059, 0.0244, 0.0015 and 0.0001, so

$$\sigma_{tr}=3.990\times0.5319=2.12\ \text{Å}^2 .$$

The $s$ wave alone would give $3.990\sin^2(0.9313)=2.57$ Å$^2$. Interference with the $p$ wave favours forward scattering and lowers the momentum transfer.

Since $k_F^2=2E_F$, the law can be written $S=2nE_F\sigma_{tr}(v/v_F)$, where $v_F=k_F$. The speed ratio is $\sqrt{250/(12\times1836)}=0.1065$ and the density is 0.1888 Å$^{-3}$. Then

$$S=2\times0.1888\times12\times2.122\times0.1065=1.02\ \text{eV/Å},$$

or 0.0199 atomic units. The friction coefficient $S/v$ is 0.199 atomic units.

In the laboratory frame an electron that receives momentum $\mathbf q$ gains energy $\mathbf v\cdot\mathbf q$. The costliest event reverses an electron that moves head-on towards the ion at the Fermi speed. Its velocity changes from $-k_F$ to $k_F+2v$, which costs the ion $2v(k_F+v)=5.7$ eV; to leading order in $v$ this is $2k_Fv=5.1$ eV. The loss consists of discrete electron-hole excitations, and $S$ is the mean energy they take from the ion per unit path.

**Entry 9. Weak potential, seen from the laboratory.** An independent derivation counts these excitations. Let $V_q$ be the Fourier transform of the potential and $\omega=\mathbf q\cdot\mathbf v>0$. The golden rule gives the power

$$P=\int\frac{d^3q}{(2\pi)^3}|V_q|^2\,\omega\left[2\int\frac{d^3k}{(2\pi)^3}\,2\pi\,\delta\!\left(\mathbf k\cdot\mathbf q+\tfrac{q^2}{2}-\omega\right)\right],$$

with $|\mathbf k|<k_F$ and $|\mathbf k+\mathbf q|>k_F$. The delta function fixes the component of $\mathbf k$ along $\mathbf q$ and contributes $1/q$. For small $\omega$ and $q<2k_F$, the squared perpendicular component spans an interval of length $2\omega$, an annulus of area $2\pi\omega$. The bracket is therefore $\omega/\pi q$. Half of the directions of $\mathbf q$ have $\omega>0$, and over them $\int\omega^2d\Omega=2\pi q^2v^2/3$. Thus

$$P=\frac{v^2}{12\pi^3}\int_0^{2k_F}q^3|V_q|^2dq .$$

On the scattering side, the Born amplitude is $-V_q/2\pi$ and $q^2=2k_F^2(1-\cos\theta)$. This gives $\sigma_{tr}=(4\pi k_F^4)^{-1}\int_0^{2k_F}q^3|V_q|^2dq$. Inserting it in the linear law yields $Sv=P$.

*Test.* Counting pairs numerically at $v=0.01\,k_F$, without the small-$\omega$ approximation, gives 0.99997 of this Born value.

The Born cross section is 1.11 Å$^2$ at the same screening length, about half of the 2.12 Å$^2$ from phase shifts. A proton-like charge in this gas is not a weak perturbation, and the golden rule applied to this same potential misses about half of the stopping. Part of that gap comes from the choice of $\alpha$: at Born level this screening length displaces only $(0.425/0.484)^2=0.77$ electron. With the Thomas–Fermi length, which is neutral at Born level, the Born cross section is 1.42 Å$^2$, about two thirds of the phase-shift value.

**Entry 10. How far does proportionality reach?** Hold the potential fixed and define $\Phi$ by $\Phi'(u)=u^2\sigma_{tr}(u)$. Then $\nabla\Phi=u\,\sigma_{tr}\mathbf u$, and the force integral of Entry 3 becomes

$$S=\frac{1}{4\pi^3}\frac{d}{dv}\int_{k<k_F}\Phi(|\mathbf k-\mathbf v|)\,d^3k .$$

Expand in $\mathbf v$. Odd terms vanish over the ball, while $(\mathbf v\cdot\nabla)^2$ and $(\mathbf v\cdot\nabla)^4$ average to $v^2\nabla^2/3$ and $v^4\nabla^4/5$. With the Taylor factors $1/2$ and $1/24$,

$$S=\frac{1}{4\pi^3}\left[\frac v3\int\nabla^2\Phi\,d^3k+\frac{v^3}{30}\int\nabla^4\Phi\,d^3k+\dots\right].$$

The deep interior does not contribute to the drag, so $\Phi$ may be taken smooth there, and the divergence theorem turns both integrals into surface values. The first is $4\pi k_F^4\sigma_{tr}$, which reproduces the linear law. For the second, $\nabla^2\Phi=4u\sigma_{tr}+u^2\sigma_{tr}'$, whose derivative is $4\sigma_{tr}+6u\sigma_{tr}'+u^2\sigma_{tr}''$; it is multiplied by $4\pi k_F^2$. The ratio to the linear value $S_0$ is

$$\frac{S}{S_0}=1+\frac{v^2}{10k_F^2}\left[4+6\frac{k\sigma_{tr}'}{\sigma_{tr}}+\frac{k^2\sigma_{tr}''}{\sigma_{tr}}\right]_{k_F}+\dots$$

*Limits.* For $\sigma_{tr}\propto k^{-p}$ the bracket is $(p-1)(p-4)$. A constant cross section gives $+4$. The Coulomb-like case $p=4$ gives zero: $\Phi\propto-1/u$ is then harmonic away from the origin.

Here the logarithmic slope is $-2.82$ and the curvature term is 9.99, so the coefficient of $(v/v_F)^2$ is $(4-16.92+9.99)/10=-0.293$. The blocked collision integral gives $-0.292$; the difference in the last digit comes from taking the two derivatives by finite differences. The drag falls below the linear law because the negative slope term outweighs the other two. A steep fall of $\sigma_{tr}$ is not enough by itself: among the power laws above, only those with $1<p<4$ lower the drag. The same integral gives $S/S_0=0.997$, 0.988 and 0.953 at $v/v_F=0.1$, 0.2 and 0.4. These figures describe a frozen potential; the true cubic term also contains the response of the screening to the motion.

**Entry 11. Beside real surfaces.** Ion energies of some hundreds of eV are common in sputtering and plasma etching. A Fermi energy of 12 eV lies towards the upper end for simple metals. The ion mass is less typical: an ion forty times heavier at the same energy is $\sqrt{40}\approx6$ times slower, has a different $\sigma_{tr}$, and loses most of its energy to target nuclei, which this calculation omits. Nuclear collisions also matter for a proton at 250 eV. Real targets break the uniform-gas assumption most clearly. Localized $d$ electrons and density variations along the path can change the friction by tens of percent or more, as a rough estimate. In an insulator with a wide gap there is no Fermi surface to supply low-energy excitations, and the linear law loses its basis. The largest free-electron energy transfer is not a sharp threshold there, however: the lattice can take up momentum, and the ion can create levels inside the gap, so some electronic loss may remain even when the gap is larger. The one-parameter potential, dynamical exchange and correlation, and charge exchange are further uncertainties, so 1.02 eV/Å is a model value and not a prediction for a given metal. The numerical output follows.

## Computed values

```
Fermi energy (input): 12.0 eV
ion charge (input): 1 e
ion kinetic energy (input): 250.0 eV
ion mass / electron mass: 1836.15
electron density: 0.18878 per angstrom^3
Fermi wave number: 1.7747 per angstrom
ion speed / Fermi speed: 0.10652
screening length, Friedel rule: 0.4247 angstrom
screening length, Thomas-Fermi: 0.4839 angstrom
bound s levels of the potential: 0
phase shift l=0 at Fermi level: 0.93127 rad
phase shift l=1 at Fermi level: 0.13993 rad
phase shift l=2 at Fermi level: 0.02935 rad
phase shift l=3 at Fermi level: 0.00705 rad
phase shift l=4 at Fermi level: 0.00179 rad
Friedel sum: 1.00000 electrons
transport cross section: 2.1222 angstrom^2
same, Born approximation: 1.1107 angstrom^2
stopping power, linear law: 1.0242 eV/angstrom
stopping power, linear law: 0.01992 atomic units
S divided by (v/vF): 9.6154 eV/angstrom
friction coefficient S/v: 0.19911 atomic units
stopping, full collision integral: 1.0208 eV/angstrom
blocked/unblocked drag minus 1: 1.3e-15
largest v.q at q=2kF: 5.113 eV
d ln(sigma_tr)/d ln(k) at kF: -2.8203
k^2 sigma_tr''/sigma_tr at kF: 9.9943
coefficient of (v/vF)^2, formula: -0.2927
coefficient of (v/vF)^2, integral: -0.2918
S/S_linear at v/vF=0.05, fixed potential: 0.99927
S/S_linear at v/vF=0.10, fixed potential: 0.99708
S/S_linear at v/vF=0.20, fixed potential: 0.98828
S/S_linear at v/vF=0.40, fixed potential: 0.95262
two scatterers, opposite pair imbalance: 0.0987
two scatterers, isotropic net force: 1.1e-15
pair-count / Born energy loss: 0.999965
```
